# Where the loss tangent of a Debye dielectric peaks

**The argument under comment**

The argument concerns a polar liquid with a single relaxation time $\tau$, placed in a field of angular frequency $\omega$. It has three steps.

(a) The dipoles dissipate most when the field changes on their own time scale, at $\omega\tau=1$.

(b) The loss tangent $\tan\delta$ measures dissipation.

(c) Therefore $\tan\delta$ is largest at $\omega\tau=1$, and $\tau$ can be read off as $1/\omega$ at its peak.

As an illustration, the loss tangent of a model of water is found to peak at 79.6 GHz, and a relaxation time of 2.0 ps is deduced. The model was built with $\tau=8$ ps. The discrepancy is a factor of four, far too large for reading error, so one of the steps must be wrong. Step (a) is correct if "dissipate" means the energy lost per cycle at fixed field amplitude. Step (b) hides a division, and the division moves the peak.

**The model and its conventions**

Let $\varepsilon_s$ be the relative permittivity at low frequency and $\varepsilon_\infty$ its value far above the relaxation, with $\varepsilon_s>\varepsilon_\infty>0$. Write $\Delta=\varepsilon_s-\varepsilon_\infty$. The response is linear, and for the moment there is no dc conduction. The displacement is $D=\varepsilon_0\varepsilon_\infty E+P$, where the slow polarization $P$ obeys

$$\tau\frac{dP}{dt}+P=\varepsilon_0\Delta\,E .$$

With the time factor $e^{+i\omega t}$, the derivative becomes multiplication by $i\omega$, so $P=\varepsilon_0\Delta E/(1+i\omega\tau)$. Put $x=\omega\tau$. Then $D=\varepsilon_0\varepsilon E$ with

$$\varepsilon=\varepsilon_\infty+\frac{\Delta}{1+ix}=\varepsilon_\infty+\frac{\Delta(1-ix)}{1+x^2}.$$

Writing $\varepsilon=\varepsilon'-i\varepsilon''$, which makes $\varepsilon''$ positive for a lossy medium, gives

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta}{1+x^2}=\frac{\varepsilon_s+\varepsilon_\infty x^2}{1+x^2},\qquad \varepsilon''=\frac{\Delta x}{1+x^2}.$$

The second form of $\varepsilon'$ follows from $\varepsilon_\infty(1+x^2)+\Delta=\varepsilon_s+\varepsilon_\infty x^2$.

The phase of $\varepsilon$ is $-\delta$, where $\delta$ is the angle by which $D$ lags behind $E$, and $\tan\delta=\varepsilon''/\varepsilon'$. In a filled capacitor of empty capacitance $C_0$ the admittance is $i\omega C_0\varepsilon=\omega C_0\varepsilon''+i\omega C_0\varepsilon'$. The ratio of its real to its imaginary part is $\tan\delta$, and $C_0$ cancels. The loss tangent can thus be measured without knowing the geometry, but it is a ratio of two quantities that both depend on frequency.

**What is right in step (a)**

Take $E=E_0\cos\omega t$. The real part of $\varepsilon_0\varepsilon E_0e^{i\omega t}$ is

$$D=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t).$$

The energy dissipated per unit volume in one cycle is the area of the loop of $D$ against $E$:

$$W=\oint E\,dD=\varepsilon_0E_0^2\,\omega\int_0^{2\pi/\omega}\cos\omega t\,(-\varepsilon'\sin\omega t+\varepsilon''\cos\omega t)\,dt .$$

The first product averages to zero. The second has the integral $\varepsilon''\pi/\omega$, so

$$W=\pi\varepsilon_0\varepsilon''E_0^2 .$$

At fixed field amplitude, the loss per cycle follows $\varepsilon''$. To find its maximum, divide numerator and denominator by $x$:

$$\varepsilon''=\frac{\Delta}{x+1/x}\le\frac{\Delta}{2}.$$

The bound holds because $x+1/x-2=(\sqrt x-1/\sqrt x)^2\ge0$, with equality at $x=1$. Step (a) is therefore true of the energy lost *per cycle at fixed field amplitude*.

It is not true of the heating power. That is $W$ times the number of cycles per second:

$$p=\frac{\omega}{2\pi}W=\frac{\omega\varepsilon_0\varepsilon''E_0^2}{2}=\frac{\varepsilon_0\Delta E_0^2}{2\tau}\,\frac{x^2}{1+x^2}.$$

The last factor equals $1-1/(1+x^2)$, which rises steadily towards 1. At fixed internal field the power has no peak in this model, and at $x=1$ it has reached half its limit. Above $x=1$ each cycle dissipates less, but there are more cycles per second.

**Where steps (b) and (c) fail**

Dividing the two parts of the permittivity cancels the factor $1+x^2$:

$$\tan\delta=\frac{\Delta x}{\varepsilon_s+\varepsilon_\infty x^2}=\frac{\Delta}{\varepsilon_s/x+\varepsilon_\infty x}.$$

The maximum of $\tan\delta$ lies where the last denominator is smallest. Completing a square,

$$\frac{\varepsilon_s}{x}+\varepsilon_\infty x=\left(\sqrt{\frac{\varepsilon_s}{x}}-\sqrt{\varepsilon_\infty x}\right)^2+2\sqrt{\varepsilon_s\varepsilon_\infty}.$$

The square vanishes when $\varepsilon_s/x=\varepsilon_\infty x$ and is positive at every other positive $x$. Hence there is a single maximum, at

$$\omega\tau=\sqrt{\frac{\varepsilon_s}{\varepsilon_\infty}},\qquad (\tan\delta)_{\max}=\frac{\varepsilon_s-\varepsilon_\infty}{2\sqrt{\varepsilon_s\varepsilon_\infty}} .$$

Since $\varepsilon_s>\varepsilon_\infty$, the peak lies above $\omega\tau=1$.

Logarithmic slopes show what moves it. From the expressions for $\varepsilon''$ and $\varepsilon'$,

$$\frac{d\ln\varepsilon''}{d\ln x}=1-\frac{2x^2}{1+x^2},\qquad
\frac{d\ln\varepsilon'}{d\ln x}=\frac{2\varepsilon_\infty x^2}{\varepsilon_s+\varepsilon_\infty x^2}-\frac{2x^2}{1+x^2}.$$

Their difference is the slope of the ratio:

$$\frac{d\ln\tan\delta}{d\ln x}=1-\frac{2\varepsilon_\infty x^2}{\varepsilon_s+\varepsilon_\infty x^2}=\frac{\varepsilon_s-\varepsilon_\infty x^2}{\varepsilon_s+\varepsilon_\infty x^2}.$$

At $x=1$ the numerator $\varepsilon''$ is stationary, but the denominator $\varepsilon'$ is still falling, because the slow polarization is dropping out of the in-phase response. The ratio therefore goes on rising. It turns over where $\varepsilon''$ and $\varepsilon'$ fall at the same logarithmic rate.

**Why the shape of the curve gives no warning**

One might hope that a misread peak would betray itself by a poor fit. Let $r=\varepsilon_s/\varepsilon_\infty$ and $u=x/\sqrt r$. Then $\varepsilon_s/x=\sqrt{\varepsilon_s\varepsilon_\infty}/u$ and $\varepsilon_\infty x=\sqrt{\varepsilon_s\varepsilon_\infty}\,u$, so

$$\frac{\tan\delta}{(\tan\delta)_{\max}}=\frac{2}{u+1/u},\qquad\text{while}\qquad \frac{\varepsilon''}{\varepsilon''_{\max}}=\frac{2}{x+1/x}.$$

On a logarithmic frequency axis the two normalized curves have the same shape, displaced by $\ln\sqrt r$. A Debye loss curve fitted to $\tan\delta$ data fits perfectly and returns the time $\tau/\sqrt r$ in place of $\tau$. A good fit cannot rescue step (c).

The first expression is unchanged when $u$ is replaced by $1/u$, that is, when $x$ is replaced by $r/x$. The loss tangent thus has equal values at $x=1$ and $x=r$. Setting $u=1/\sqrt r$ gives the height at $x=1$ relative to the maximum:

$$\frac{\tan\delta(x=1)}{(\tan\delta)_{\max}}=\frac{2\sqrt r}{1+r}.$$

**The case of fixed displacement**

The point $x=r$ has a meaning of its own. Suppose that the amplitude $D_0$ is held fixed instead of $E_0$, as when the amplitude of the free charge on the capacitor plates is prescribed. Since $D_0=\varepsilon_0|\varepsilon|E_0$, the loss per cycle becomes

$$W=\frac{\pi D_0^2}{\varepsilon_0}\,\frac{\varepsilon''}{|\varepsilon|^2}.$$

Over a common denominator, $\varepsilon=(\varepsilon_s+i\varepsilon_\infty x)/(1+ix)$, so $|\varepsilon|^2=(\varepsilon_s^2+\varepsilon_\infty^2x^2)/(1+x^2)$ and

$$\frac{\varepsilon''}{|\varepsilon|^2}=\frac{\Delta x}{\varepsilon_s^2+\varepsilon_\infty^2x^2}=\frac{\Delta}{\varepsilon_s^2/x+\varepsilon_\infty^2x}\le\frac{\Delta}{2\varepsilon_s\varepsilon_\infty}.$$

The same completion of the square puts the maximum at $\varepsilon_s^2/x=\varepsilon_\infty^2x$, or $x=r$.

The relaxation equation explains the shift. Insert $P=D-\varepsilon_0\varepsilon_\infty E$ and let $D$ be constant after a step:

$$-\tau\varepsilon_0\varepsilon_\infty\frac{dE}{dt}+D-\varepsilon_0\varepsilon_\infty E=\varepsilon_0\Delta E .$$

Collecting the terms in $E$, with $\varepsilon_\infty+\Delta=\varepsilon_s$, and dividing by $\varepsilon_0\varepsilon_s$,

$$\frac{\tau}{r}\frac{dE}{dt}+E=\frac{D}{\varepsilon_0\varepsilon_s}.$$

At fixed $D$ the field relaxes with the shorter time $\tau/r$, and the loss per cycle peaks when $\omega$ times this time is 1. So "the dipoles' own time scale" in step (a) depends on what is held fixed. The loss-tangent peak, at $x=\sqrt r$, is the geometric mean of the peaks for fixed $E$ and fixed $D$.

**The illustration reworked**

Rough values for liquid water near room temperature are $\varepsilon_s=80$, $\varepsilon_\infty=5$ and $\tau=8$ ps. Then $\Delta=75$, $r=16$ and $\sqrt r=4$. The frequency at which $\omega\tau=1$ is $1/(2\pi\tau)=19.9$ GHz. The three special frequencies are:

| $\omega\tau$ | $f$ (GHz) | $\varepsilon'$ | $\varepsilon''$ | $\tan\delta$ | $\delta$ |
|---|---|---|---|---|---|
| 1 | 19.9 | 42.50 | 37.50 | 0.882 | 41.4° |
| 4 | 79.6 | 9.41 | 17.65 | 1.875 | 61.9° |
| 16 | 318.3 | 5.29 | 4.67 | 0.882 | 41.4° |

The permittivities and lags in the table come from integrating the relaxation equation in time and analysing one steady cycle; they agree with the formulas above. The maximum, for instance, is $75/(2\sqrt{80\times5})=75/40=1.875$.

Between the first row and the second, $\varepsilon''$ falls by a factor of about 2.1, but $\varepsilon'$ falls by about 4.5. That is why the ratio more than doubles while the loss per cycle at fixed field falls to slightly less than half. At $\omega\tau=1$ the logarithmic slopes of $\varepsilon''$ and $\varepsilon'$ are 0 and $-0.882$, so $\tan\delta$ rises with slope $+0.882$. At $\omega\tau=4$ both slopes are $-0.882$, and the ratio is stationary.

The value of $\tan\delta$ at $\omega\tau=1$ is 0.471 of its maximum. The peak at 79.6 GHz is thus correctly located in the argument under comment, and misinterpreted. Its inverse angular frequency is $\tau/\sqrt r=8/4=2.0$ ps.

**When the argument does little harm, and when it does most**

For a weakly polar medium, let $r=1+\eta$ with $\eta\ll1$. Then $\sqrt r\approx1+\eta/2$, and the peak moves only slightly. With $\varepsilon_s=2.3$ and $\varepsilon_\infty=2.2$, $\eta=0.045$; the peak lies at $\omega\tau=1.022$ and has a height of 0.022. Step (c) then underestimates $\tau$ by about 2 %. The reason is that $\varepsilon'$ hardly changes across the relaxation, so dividing by it is nearly division by a constant.

In the opposite limit, $r\gg1$, the maximum grows as

$$(\tan\delta)_{\max}=\frac{r-1}{2\sqrt r}\approx\frac{\sqrt r}{2},$$

and the lag there approaches 90°. At $\omega\tau=1$, by contrast, $\tan\delta=(r-1)/(r+1)$ stays below 1, so the lag stays below 45° however polar the medium is. A measured loss tangent above 1 in a single-time Debye medium without conduction therefore rules out $\omega\tau=1$ at that frequency.

**How far real water departs from the model**

The parameters above are rough typical values, and a real sample of water can depart from the example in at least three ways. Each is sized here by itself, with the other parameters held at their values above.

*Ions.* A conductivity $\sigma$ adds $\sigma/(\omega\varepsilon_0)$ to $\varepsilon''$. Relative to the Debye loss this addition is

$$\frac{\sigma\tau}{\varepsilon_0x}\,\frac{1+x^2}{\Delta x}=\frac{\sigma\tau}{\varepsilon_0\Delta}\left(1+\frac1{x^2}\right),$$

which decreases with frequency and so pulls the peak downwards. For $\sigma=0.05$ S/m, roughly tap water, the shift is less than 0.01 %, and the height becomes 1.876. The low-frequency end changes qualitatively: there $\tan\delta\approx\sigma/(\omega\varepsilon_0\varepsilon_s)$ grows without bound as $\omega\to0$. Below about 6 MHz it exceeds the height of the relaxation peak. With any dc conduction the Debye maximum can be no more than a local one, and a search for "the largest loss tangent" must exclude the conductive region.

*A second, faster relaxation.* Suppose that 1.5 of the 5 units in $\varepsilon_\infty$ come from a process with a time of 0.3 ps, both figures being rough. Its loss grows relative to that of the slow process as the frequency rises, and it removes a growing fraction of $\varepsilon'$. Both effects push the peak upwards, here by 3.6 % to 82.4 GHz, with a height of 1.91. The quantity $\varepsilon_\infty$ in the formula is thus the plateau between the slow relaxation and the next process, and the formula is good to the extent that such a plateau exists.

*Temperature.* For water 10 K warmer, take $\tau$ as roughly 20 % shorter, 6.4 ps, and $\varepsilon_s$ as 76.5. The peak frequency changes by the factor $(8/6.4)\sqrt{76.5/80}=1.22$, to 97.3 GHz. For the values chosen here this is the largest of the three effects. The shorter $\tau$ alone would raise the frequency by 25 %; the smaller $\varepsilon_s$ then lowers it by about 2 %. A peak frequency should therefore be quoted with its temperature.

None of these corrections to the loss-tangent peak approaches the factor of four in the argument under comment. The fixed-$D$ peak is far more sensitive: at 318 GHz, $\omega$ times 0.3 ps is already 0.6, the plateau has ended, and the faster relaxation moves that peak to about twice the frequency. The third row of the table therefore describes the model, not water. Media with a broad distribution of relaxation times lie outside the model, and the formula should not be carried over to them without a fresh derivation.

**Revision requested**

Step (c) should be replaced by a correct route from the data to $\tau$. If $\varepsilon_s$ and $\varepsilon_\infty$ are known, it is $\tau=\sqrt{\varepsilon_s/\varepsilon_\infty}/\omega_m$, where $\omega_m$ is the angular frequency of the loss-tangent peak. If only $\tan\delta$ has been measured, its height supplies the missing ratio, provided conduction is negligible at the peak. Conduction raises the height and makes the deduced $\tau$ too long, by less than 0.1 % at 0.05 S/m but by about 6 % at 5 S/m. Let $T=(\tan\delta)_{\max}$ and $q=\sqrt r$. Then

$$T=\frac{q^2-1}{2q}\quad\Rightarrow\quad q^2-2Tq-1=0\quad\Rightarrow\quad q=T+\sqrt{T^2+1},$$

where the positive root is taken because $q>0$. Hence

$$\tau=\frac{T+\sqrt{T^2+1}}{\omega_m}.$$

For the illustration, $T=1.875$ gives $q=1.875+2.125=4.000$. With $1/\omega_m=2.00$ ps this returns $\tau=8.0$ ps, the value put into the model.

The route also tolerates the faster relaxation considered above. That case has $T=1.906$ and a peak at 82.4 GHz, so $q=1.906+2.152=4.058$ and $1/\omega_m=1.93$ ps. The result is $\tau=7.8$ ps, about 2 % below the true slow time, whereas reading $1/\omega_m$ directly would be wrong by a factor of about four. The error is small here because the second process is both weak and much faster than the first. It would vanish if that process had no strength, or if it were so fast that its contribution stayed in phase with the field. A second process less well separated from the first can cause a larger error (about 10 % for the same strength with a time of 1 ps), although the error vanishes again if the two times coincide, since the medium then has a single relaxation time. The numerical output below lists the computed values; the other figures in this comment follow from them by simple arithmetic or from direct evaluation of the same permittivity models.

## Numbers as computed

```
Water, rough values: eps_s = 80.0  eps_inf = 5.0
relaxation time tau = 8.0 ps
eps_s/eps_inf = 16.00, square root = 4.000
peak of loss_factor: omega tau = 1.000, f = 19.9 GHz, height = 37.5000
peak of loss_tangent: omega tau = 4.000, f = 79.6 GHz, height = 1.8750
peak of loss_at_fixed_d: omega tau = 16.000, f = 318.3 GHz, height = 0.0937
From the time-domain cycle:
omega tau = 1.0: eps' = 42.50, eps'' = 37.50, tan = 0.882, lag = 41.4 deg
omega tau = 4.0: eps' = 9.41, eps'' = 17.65, tan = 1.875, lag = 61.9 deg
omega tau = 16.0: eps' = 5.29, eps'' = 4.67, tan = 0.882, lag = 41.4 deg
tan at omega tau = 1 over its maximum = 0.471
Logarithmic slopes of eps'', eps', tan (+0.0 removes minus zero):
omega tau = 1.0: 0.000, -0.882, 0.882
omega tau = 4.0: -0.882, -0.882, 0.000
heating power at omega tau = 1 over its limit = 0.500
false tau read from the tan peak = 2.00 ps
weakly polar, eps_s = 2.3, eps_inf = 2.2: tan peak at omega tau = 1.022, height = 0.0222
Neglected effects on the tan peak:
simple Debye: f = 79.58 GHz, height = 1.8750
conduction 0.05 S/m: shift = -0.0075 %, height = 1.8762
with conduction, tan exceeds that height below f = 5.99 MHz
fast process (strength 1.5, 0.3 ps): f = 82.4 GHz, shift = 3.6 %, height = 1.906
10 K warmer (eps_s = 76.5, tau = 6.4 ps): f = 97.3 GHz, shift = 22.2 %, height = 1.828
```
